Equivalent hydrogen fugacity at a cathode limited by Tafel recombination

**Problem**

A metal is charged with hydrogen as the cathode of a stirred permeation cell. Protons are discharged in the Volmer step, and adsorbed atoms leave as molecules in the Tafel step:

H⁺ + e⁻ ⇌ H(ads)

2 H(ads) ⇌ H₂

The Volmer step is fast enough to stay in equilibrium, and the Tafel step limits the rate. The equivalent fugacity f_eq is the fugacity of H₂ gas that would give the surface the same hydrogen coverage with no current flowing.

The temperature is T = 298 K. The cathodic overpotential η is counted positive and is measured across the interface from the reversible hydrogen potential at f₀ = 1 bar. The proton activity at the surface is fixed.

(a) By what factor does f_eq/f₀ change when η goes from zero to 100 mV?

(b) What are the coverage and the current if the coverage at η = 0 is θ₀ = 0.001 and the Tafel exchange current density is i_T = 0.001 mA/cm²?

(c) How fast must the Volmer step be, and what gas pressure corresponds to the fugacity?

The parameters are round model values, not data for a named metal. Electrochemical units are used because atomic units are unnatural here.

**First estimate by scaling**

The thermal voltage RT/F is roughly 25 mV, so 100 mV is about four thermal units per electron. One electron makes one adsorbed atom, whose activity therefore rises by about e⁴ ≈ 55. A molecule contains two atoms, so the fugacity scales as the square of that activity:

f_eq/f₀ ~ (e⁴)² = e⁸ ≈ 3000

While the surface is nearly empty, coverage follows the atomic activity and the recombination rate follows its square. This suggests θ ~ 0.001 × 55 = 0.055 and i ~ 0.001 × 3000 = 3 mA/cm².

**Solution: the fugacity**

Let φ_M and φ_S be the electric potentials of metal and solution. Per mole, the electron carries charge −F and the proton +F, so equilibrium of the Volmer step reads

μ(H,ads) = [μ(H⁺) + Fφ_S] + [μ(e⁻) − Fφ_M]

= μ(H⁺) + μ(e⁻) − F(φ_M − φ_S)

Here μ(H⁺) and μ(e⁻) are the chemical parts, which are held fixed. Cathodic polarization lowers φ_M − φ_S by η, and the minus sign turns this into a rise:

μ(H,ads; η) − μ(H,ads; 0) = Fη

By the definition of f_eq, the adsorbed atoms would be in equilibrium with gas at that fugacity. With f° the standard fugacity,

2μ(H,ads; η) = μ°(H₂) + RT ln(f_eq/f°)

2μ(H,ads; 0) = μ°(H₂) + RT ln(f₀/f°)

Subtracting the second line from the first removes μ° and f°:

2Fη = RT ln(f_eq/f₀)

With u = Fη/RT and Φ = f_eq/f₀, this is

Φ = exp(2u)

For the given data, RT/F = 25.68 mV, so

u = 100/25.68 = 3.894

Φ = exp(7.788) ≈ 2412

The answer to (a) is a factor of about 2400, or f_eq ≈ 2400 bar. Since the exponent is linear in η, the same factor separates any two overpotentials 100 mV apart, as long as the stated conditions hold at both.

No adsorption isotherm was used. Repulsion between adsorbed atoms changes the coverage at a given μ(H,ads), but not the relation between μ(H,ads) and f_eq.

The slow Tafel step enters through the premise. The gas outside remains near f₀ while the surface has the hydrogen activity of gas at f_eq. This difference can persist because recombination is too slow to remove it.

**Solution: coverage and current**

For part (b), take identical sites without interactions, and assume that the adsorbed atoms are spread over them at random. Let k be the recombination constant and k′ the constant for dissociative uptake. Recombination needs two occupied sites and uptake needs two empty ones. Each molecule formed corresponds to two electrons, so the net current density, positive when cathodic, is

i = 2F[kθ² − k′f₀(1 − θ)²]

A gas at f_eq would balance the two processes at the same θ:

kθ² = k′f_eq(1 − θ)²

f_eq = (k/k′)[θ/(1 − θ)]²

At η = 0 the same relation holds with f₀ and θ₀. Dividing the two cases gives

Φ = {[θ/(1 − θ)]/[θ₀/(1 − θ₀)]}²

Taking the positive square root and inserting Φ = exp(2u),

θ/(1 − θ) = [θ₀/(1 − θ₀)] exp(u)

The right side is (0.001/0.999) × 49.11 = 0.04916. Hence

θ = 0.04916/(1 + 0.04916) = 0.0469

For the current, the exchange current density is the common value of the two one-way Tafel rates at η = 0:

i_T = 2Fkθ₀² = 2Fk′f₀(1 − θ₀)²

Using these two forms to eliminate k and k′,

i = i_T{(θ/θ₀)² − [(1 − θ)/(1 − θ₀)]²}

The formula for Φ gives (θ/θ₀)² = Φ[(1 − θ)/(1 − θ₀)]², and therefore

i = i_T[(1 − θ)/(1 − θ₀)]²(Φ − 1)

= 0.001 × (0.9531/0.999)² × 2411 ≈ 2.19 mA/cm²

The slope of the polarization curve follows from the logarithm of this formula. Since ln[θ/(1 − θ)] is a constant plus u, dθ/du = θ(1 − θ). The two varying factors then contribute

d[2 ln(1 − θ)]/du = −2θ

d[ln(Φ − 1)]/du = 2Φ/(Φ − 1) = 2 + 2/(Φ − 1)

Adding them, and using dη = (RT/F)du,

dη/d(log₁₀ i) = ln(10)(RT/F)/[2(1 − θ) + 2/(Φ − 1)]

The result here is 31.0 mV per decade. For small θ and large Φ the denominator tends to 2, and the slope to about 29.6 mV per decade. The 4.7% of sites already occupied account for the difference.

**Solution: how fast the Volmer step must be**

Let i_V be the Volmer exchange current density and α its symmetry factor. The one-way currents are

i_fwd = i_V[(1 − θ)/(1 − θ₀)] exp(αu)

i_back = i_V(θ/θ₀) exp[−(1 − α)u]

Their ratio contains the coverage factor already identified as √Φ:

i_back/i_fwd = {[θ/(1 − θ)]/[θ₀/(1 − θ₀)]} exp(−u) = √Φ exp(−u)

In steady state, without absorption into the metal, the net Volmer current i_fwd − i_back equals i. Thus i_back/i_fwd = 1 − i/i_fwd, and

Φ = exp(2u)(1 − i/i_fwd)²

The condition for an equilibrated Volmer step is therefore i ≪ i_fwd. For i_V = 100 mA/cm² and α = 0.5, solving the steady balance gives i = 2.181 and i_fwd = 668.7 mA/cm². Then

Φ = 2412.1 × (1 − 2.181/668.7)² ≈ 2396

This is 0.65% below the equilibrated result.

The opposite case shows what the assumption does. With i_V reduced to 10⁻⁶ mA/cm² and i_T and η unchanged, the steady balance gives Φ = 1.007. Discharge is now slow compared with the Tafel exchange, so a very small rise in coverage is enough for recombination to carry away the added atoms, and 100 mV produces hardly any extra fugacity.

The assumption can also fail at large η. As θ approaches 1, the formula for θ gives (1 − θ)/(1 − θ₀) ≈ exp(−u)/θ₀. If the Volmer step stayed in equilibrium, i_fwd ≈ (i_V/θ₀)exp[−(1 − α)u] would keep falling as η grows, while the Tafel current levels off at i_T/θ₀² = 1000 mA/cm². The steady i_fwd cannot be smaller than i, so equilibrium must break down; in the steady state i_fwd tends to i_T/θ₀² from above. The law Φ = exp(2u) therefore has a limited range in this model. With i_V = 100 mA/cm² and the other values unchanged, the steady balance at η = 200 mV already gives a Φ about 42% below the law, at a coverage of about 0.65.

**Solution: from fugacity to pressure**

At high density the molecules' own volume matters. A simple gas model with covolume b has molar volume V = RT/p + b. At constant temperature, RT d(ln f) = V dp, so

d(ln f) = dp/p + (b/RT)dp

Integrating from low pressure, where f/p → 1, gives

ln(f/p) = bp/RT

With the rough value b = 16 cm³/mol and f = 2412 bar, the solution is p ≈ 1150 bar. As a check, bp/RT ≈ 0.742 and exp(0.742) ≈ 2.10, which is 2412/1150. The factor of 2400 is thus a fugacity ratio; the pressure is about half as large.

**Comparison of the estimate and the solution**

The estimate of 3000 is 24% above 2412. Nearly all of the difference comes from rounding the exponent from 7.788 to 8, since exp(0.212) ≈ 1.24. The scaling argument has the right form, but an exponential magnifies a small error in the thermal voltage.

The estimated coverage, 0.055, is about 17% above 0.0469. Rounding u contributes about 11% and neglecting occupied sites about 5%; rounding e⁴ = 54.6 to 55 adds a little more. The estimated current of 3 mA/cm² is about 37% above 2.19 mA/cm², because both errors enter squared.

**The model beside a real charging cell**

The example represents a stirred cell with 0.1 mol/L acid and excess supporting salt. Its solution resistance, transport data and hydrogen solubility are rough typical values. The exchange currents are less general: the Volmer value is 10⁵ times the Tafel value, a deliberately wide separation that must be established for a given metal surface. If the one-way discharge rate is not large compared with the net rate, the factor of 2400 does not apply. The Heyrovsky reaction, in which an adsorbed atom combines with a proton and an electron, is also excluded. It leaves Φ = exp(2u) intact as long as the Volmer step stays in equilibrium, but it adds to the current, so the current formula no longer holds. It also removes adsorbed atoms faster, which lowers Φ at finite i_V. With i_V = 100 mA/cm² and a Heyrovsky symmetry factor of 0.5, Φ is about 1.6% below the law for a Heyrovsky exchange current of 0.01 mA/cm² and about 55% below for 1 mA/cm².

The largest correction among those sized here is ohmic drop. If the 100 mV is applied across the interface and a solution resistance of 1 Ω cm² together, the solution takes 1.90 mV and

Φ/2412 = exp(−2 × 1.90/25.68) ≈ 0.86

A loss of less than 2% in voltage thus lowers the fugacity by 14%. The overpotential must be corrected for this drop before the formula is used.

The excess salt carries most of the ionic current, so proton migration is neglected. At a current of 2.18 mA/cm², proton depletion across a 50 µm diffusion layer then lowers the surface concentration to 0.987 of its bulk value. This ratio enters the atomic activity once and Φ twice, giving a 2.5% reduction. A temperature 1 K higher at the same η lowers Φ by 2.6%.

If the bulk solution is saturated with H₂ at 1 bar, dissolved H₂ near the surface builds up to about 2.4 bar in fugacity. This reduces the current by only 0.06%, because 2.4 is small beside 2400, and it leaves f_eq almost unchanged. Bubble formation is not included.

With finite Volmer speed, an absorption current of 0.01 mA/cm², proton depletion, ohmic drop and H₂ build-up taken together at 298 K, the factor becomes about 2030. That is 16% below the ideal value. The correction is this small only because i_T, and with it the current, is small. With the same cell, the same i_V and the same applied 100 mV, the factor falls to about 1000 for i_T = 0.01 mA/cm², about 260 for 0.1 mA/cm² and about 60 for 1 mA/cm².

For the metal interior, the relevant quantity is the atomic activity, which rises by √Φ ≈ 49. Dilute dissolved hydrogen just below the surface rises by the same factor if it equilibrates with the adsorbed layer. If the flux into the metal is not small compared with the one-way rate from the adsorbed layer to the sites just below it, that equilibrium fails, and the hydrogen activity below the surface is lower than f_eq implies. The remaining values are listed in the numerical output.

Values computed for the example and the checks

```
Temperature: 298 K
Cathodic overpotential: 100 mV
Reference fugacity: 1 bar
Thermal voltage RT/F: 25.68 mV
Reduced overpotential u: 3.8941
Exponent 2u: 7.7883
Ideal fugacity factor: 2412.1
Equivalent fugacity: 2412.1 bar
Atomic hydrogen activity factor: 49.113
Equilibrium coverage: 0.001
Coverage at overpotential, fast Volmer: 0.046859
Tafel exchange current: 0.001 mA/cm2
Volmer exchange current: 100 mA/cm2
Volmer symmetry factor alpha: 0.5
Current, fast Volmer: 2.1948 mA/cm2
Local slope, fast Volmer: 31.005 mV/decade
Current, finite Volmer: 2.1812 mA/cm2
One-way Volmer current: 668.74 mA/cm2
Fugacity factor, finite Volmer: 2396.4
Fugacity change, finite Volmer: -0.651 %
Slow-Volmer test exchange current: 1e-06 mA/cm2
Fugacity factor, slow-Volmer test: 1.0069
Gas covolume: 16 cm3/mol
Fugacity coefficient: 2.0998
Equivalent gas pressure: 1148.8 bar
Solution resistance: 1 ohm cm2
Diffusion layer: 50 um
Proton diffusivity: 9e-05 cm2/s
H2 diffusivity: 5e-05 cm2/s
Acid concentration: 0.1 mol/L
H2 solubility: 0.8 mmol/(L bar)
Absorption drain: 0.01 mA/cm2
Fugacity change, finite Volmer plus drain: -0.654 %
Surface/bulk proton ratio: 0.98744
Fugacity change, proton depletion alone: -2.5 %
Local dissolved H2 fugacity: 2.4064 bar
Current change from H2 build-up: -0.0583 %
Fugacity change from H2 build-up: 0.000382 %
Ohmic drop, acting alone: 1.9048 mV
Fugacity change, ohmic drop alone: -13.8 %
Fugacity change, temperature +1 K: -2.57 %
Current, five effects together: 1.8692 mA/cm2
Ohmic drop, five effects together: 1.8692 mV
Fugacity factor, five effects together: 2028.8
Fugacity change, five effects together: -15.9 %
```
